The Makov–Payne correction for a charged defect in a periodic cell

**Result**

A calculation puts one localized charge q in a cubic supercell of side L, repeats the cell periodically, and neutralizes it with a uniform background. In a homogeneous, isotropic, linear medium of relative permittivity ε, the energy of an isolated charge follows from the cell energy by

E_iso = E_per + ΔE + O(L⁻³)

ΔE = α K q² / (2 ε L), α = 2.8373

Here q is in units of the elementary charge e, K = e²/(4πε₀) = 14.39965 eV Å, L is in Å, and ΔE is in eV. The number α belongs to the simple cubic array of cells. ΔE is positive for either sign of q.

The charge must be confined to a region much narrower than the cell, and ε must describe the response that the calculation allows: electrons alone if the ions are clamped at a geometry of the neutral state, electrons and ions if the ions are relaxed for the charge q. Ions frozen at a geometry relaxed for another charge state need the modified term given in section 8. ΔE removes the leading image interaction and nothing else.

The derivation uses Gaussian-type formulas, in which two unit charges at distance r in vacuum have energy 1/r. Multiplying an energy by K restores eV.

**1. The periodic potential**

Let R run over the lattice vectors, G over the reciprocal lattice vectors, and let V = L³. A lattice of unit charges has the density

Σ_R δ(r − R) = (1/V) Σ_G exp(iG·r)

Poisson's equation divides each Fourier component by G², so the component G = 0 has no finite solution: it is the average charge, which must vanish in a periodic system. A background of density −1/V removes it. The vacuum potential ψ of the lattice and background then obeys

∇²ψ = −4π [Σ_R δ(r − R) − 1/V]

On exp(iG·r) the Laplacian gives −G², so each coefficient of ψ is 4π/(VG²):

ψ(r) = (4π/V) Σ_{G≠0} exp(iG·r)/G²

The coefficient at G = 0 is a free constant. It is set to zero, so ψ averages to zero over the cell.

**2. The energy difference**

Let ρ(r) be the localized charge density in one cell, with ∫ρ = q. The full density in the cell is ρ − q/V. In a medium of permittivity ε the potential is

φ(r) = (1/ε) ∫ ρ(r′) ψ(r − r′) d³r′

To find the energy, build up the charge slowly as λρ, with λ from 0 to 1. Linearity makes the potential λφ, and the work per cell is

E_per = ∫₀¹ λ dλ ∫ (ρ − q/V) φ d³r = ½ ∫ (ρ − q/V) φ d³r

This work includes the energy stored in polarizing the medium. The background term vanishes because φ averages to zero. A constant c added to φ would change the energy by ½c(q − q) = 0, so the result does not depend on the convention for the average. Hence

E_per = (1/2ε) ∫∫ ρ(r) ρ(r′) ψ(r − r′) d³r d³r′

The isolated charge has the same expression with 1/|r − r′| in place of ψ. Define

v(s) = ψ(s) − 1/|s|

Subtraction gives

E_per − E_iso = (1/2ε) ∫∫ ρ(r) ρ(r′) v(r − r′) d³r d³r′

The function v is the potential of the images and the background without the charge's own 1/|s|, and it is finite at s = 0. If ρ is much narrower than the cell, v(r − r′) is close to v(0), and the double integral becomes q²v(0).

The dependence on L follows from scaling. Write G = g/L, where g belongs to the cell of unit side. The prefactor 4π/L³ and the factor 1/G² = L²/g² combine to 4π/(L g²), so ψ_L(s) = ψ₁(s/L)/L. The term 1/|s| scales in the same way, and so does v. With α = −v₁(0),

v(0) = −α/L

E_per − E_iso ≈ −α q²/(2εL)

Moving this term to the other side gives ΔE.

**3. The constant α**

The sum for ψ(0) diverges, as does 1/|s| at s = 0, so they must be combined before the limit is taken. For any η > 0, split

1/G² = exp(−G²/4η²)/G² + [1 − exp(−G²/4η²)]/G²

The first part converges rapidly. The second is summed in real space. A normalized Gaussian charge proportional to exp(−η²r²) has Fourier transform exp(−G²/4η²) and potential erf(ηr)/r. A point charge minus this Gaussian therefore has potential erfc(ηr)/r, with Fourier transform 4π[1 − exp(−G²/4η²)]/G². Poisson summation gives

Σ_R erfc(η|s − R|)/|s − R| = (4π/V) Σ_G exp(iG·s) [1 − exp(−G²/4η²)]/G²

Here the sum on the right includes G = 0. Expanding the exponential shows that this term is (4π/V)·1/(4η²) = π/(Vη²). Since ψ has no such term, it must be subtracted:

ψ(s) = (4π/V) Σ_{G≠0} exp(iG·s) exp(−G²/4η²)/G² + Σ_R erfc(η|s − R|)/|s − R| − π/(Vη²)

Now subtract 1/|s| and let s → 0. The term R = 0 gives

[erfc(ηs) − 1]/s = −erf(ηs)/s → −2η/√π

because erf(x) ≈ 2x/√π for small x. The result is

v(0) = (4π/V) Σ_{G≠0} exp(−G²/4η²)/G² + Σ_{R≠0} erfc(ηR)/R − π/(Vη²) − 2η/√π

The splitting is an identity, so η affects the speed of convergence and not the value. With η = √π/L the last two terms are −1/L and −2/L. Both sums are positive, so α is less than 3. The computed α = 2.8373 means that the two sums together supply 3 − 2.8373 = 0.1627 in units of 1/L.

A second route stays in real space. Surround each unit charge with its own cube of background. This neutral object has no dipole or octupole, by inversion symmetry, and no quadrupole, by cubic symmetry. Its potential w falls as R⁻⁵, and the sum over cells converges absolutely. The summed potential obeys the same equation as ψ but has a nonzero average, which must be removed.

For small k, the Fourier transform of the neutral density ρ_c is −(k²/6)∫ρ_c r² d³r. Multiplying by 4π/k² gives the transform of w, and its value at k → 0 divided by V is the average potential:

average = −(2π/3V) ∫ ρ_c r² d³r

The point charge at the origin contributes nothing to the moment. The background contributes −L²/4, since each of x², y² and z² averages to L²/12 over the cube. The average is therefore +π/(6L), or 0.52360/L.

The other neutral cubes contribute 0.06638/L at the charge, and its own background cube contributes −2.38008/L. Thus

v(0) = (0.06638 − 2.38008 − 0.52360)/L = −2.83730/L

The agreement of the two routes is tested to 10⁻⁴ in α.

**4. The next term, and why 1/L leads**

Near s = 0 the charge's own delta function has been removed from ψ and the images are at a distance, so

∇²v = 4π/V

Inversion symmetry forbids odd powers of s. Cubic symmetry allows one quadratic form, c s². Since ∇²s² = 6, c = 2π/(3V). With the scaling of v,

v(s) = −α/L + 2πs²/(3L³) + O(s⁴/L⁵)

Let p = ∫ρ r d³r be the dipole and Q = ∫ρ r² d³r the second moment. Expanding |r − r′|² = r² + r′² − 2r·r′ gives

∫∫ ρ(r) ρ(r′) |r − r′|² d³r d³r′ = 2(qQ − p²)

For a static charge distribution in vacuum, therefore,

E_per − E_iso = −αq²/(2L) + 2π(qQ − p²)/(3L³) + O(L⁻⁵)

The combination qQ − p² must not depend on the origin. Shifting the origin so that r becomes r + a changes Q to Q + 2a·p + qa² and p to p + qa. Both qQ and p² then gain 2q a·p + q²a², and the difference is unchanged.

A test uses Gaussian charges 0.7 and 0.3, each with standard deviation 1 Å along each axis, 2 Å apart in vacuum. With the origin on the larger charge,

p = 0.3 × 2 = 0.60 e Å

Q = 3 × 1² + 0.3 × 2² = 4.20 e Å²

qQ − p² = 4.20 − 0.36 = 3.84 e² Å²

At L = 12 Å the periodic energy is 1.6347 eV below the isolated one. The leading correction is 2.8373 × 14.39965/(2 × 12) = 1.7023 eV. It leaves an error of +0.0676 eV, about 4% of the original error. The cubic term is 2π × 14.39965 × 3.84/(3 × 12³) = 0.0670 eV, and subtracting it leaves 0.0006 eV.

Doubling L reduces the error left by the leading correction with a fitted power of 3.01, and the error left after both terms with a power of 5.01. The leading correction overshoots here because qQ − p² is positive. That sign need not hold for a density with regions of both signs.

**5. The L⁻³ term in a medium**

Dividing the vacuum coefficient by ε is not enough, because screening close to the charge differs from screening far away. A homogeneous medium with response ε(k) shows this. Take a spherical charge and define

F(k) = |ρ(k)|²/ε(k) = q²/ε + F₂k² + …

where ε = ε(0). The periodic and isolated energies are

E_per = (2π/V) Σ_{G≠0} F(G)/G²

E_iso = 2π ∫ F(k)/k² d³k/(2π)³

Separate the singular part:

F(k)/k² = (q²/ε) exp(−k²/4η²)/k² + h(k)

Expanding at small k gives h(0) = F₂ + q²/(4εη²). Assume that h is smooth and decays at large k. By Poisson summation, the full sum (1/V)Σ_G h(G) then equals ∫h d³k/(2π)³ up to terms that fall faster than any power of 1/L. The periodic energy lacks G = 0, so this part contributes −2πh(0)/V to the difference.

For the singular part, the isolated integral is

2π ∫ exp(−k²/4η²)/k² d³k/(2π)³ = (1/π) ∫₀^∞ exp(−k²/4η²) dk = η/√π

Half of the formula for v(0), with ηL large enough to drop the erfc sum, gives the periodic sum:

(2π/V) Σ_{G≠0} exp(−G²/4η²)/G² = −α/(2L) + π/(2Vη²) + η/√π

Their difference, multiplied by q²/ε, is −αq²/(2εL) + πq²/(2εVη²). Adding −2πh(0)/V cancels the η-dependent term:

E_per − E_iso = −αq²/(2εL) − 2πF₂/L³

The 1/L term depends on the long-wavelength permittivity alone. The next coefficient contains both the shape of the charge and the curvature of the response. If 1/ε(k) = 1/ε + βk², a spherical charge, for which |ρ(k)|² = q² − qQk²/3 + …, gives F₂ = βq² − qQ/(3ε). For β = 0 and ε = 1 this reproduces section 4 with p = 0.

A microscopic model tests the factor 1/ε without inserting it into the energy. Points of polarizability a occupy a simple cubic lattice of unit spacing, and a unit charge sits at the centre of one lattice cube. In a supercell of n³ points, the dipoles p_i minimize

U = −α/(2n) + Σ_i p_i²/(2a) − Σ_i p_i·E_i − ½ Σ_ij p_i·T_ij·p_j

E_i is the field of the periodic charge and background, and T_ij gives the field at point i of the dipole at j with its images. The first term is the bare image energy, undivided by ε.

The permittivity comes from a separate calculation with a uniform field E. The quadratic term of v gives each point an additional field 4πp/3, so p = a(E + 4πp/3), and

ε = 1 + 4πp/E = 1 + 4πa/(1 − 4πa/3)

The two chosen polarizabilities give ε = 2 and ε = 4. The predicted slopes of U against 1/n are −α/(2ε) = −0.709324 and −0.354662. Fitting U to a constant plus terms in n⁻¹, n⁻³ and n⁻⁵, with four cells from n = 12 to n = 28, gives slopes of −0.709326 and −0.354665.

The same fit to cells with n from 6 to 12 misses the ε = 4 slope by 0.85%, against 0.0008% for the larger cells. The size dependence left out of the fit therefore matters more in the small cells. Its form was not determined. An extrapolation in 1/L therefore needs a check with larger cells, even when the leading law is known.

**6. Cell shape and anisotropic media**

For a non-cubic cell in an isotropic medium, define L = V^(1/3) and recompute α from the formula in section 3 with the actual lattice vectors. The change can be large. A tetragonal cell with edges in the ratio 1:1:4 has α = −0.458, so the correction reverses sign. The positive sign of ΔE is a property of the cubic cell, not of every charged periodic cell.

If the permittivity is a symmetric positive tensor **ε**, the potential obeys ∇·(**ε**∇φ) = −4πρ, with ρ now including the background. Put r = **ε**^(1/2) r′. In the primed coordinates the operator is the ordinary Laplacian, and a delta function becomes δ(r) = δ(r′)/√det **ε**. Hence

E_per − E_iso ≈ q² v′(0)/(2√det **ε**)

where v′(0) is computed for lattice vectors multiplied by **ε**^(−1/2). For an isotropic medium and a cubic cell, the side becomes L/√ε and the determinant factor is ε^(3/2). This gives −αq²√ε/(2Lε^(3/2)) = −αq²/(2εL), as required.

An amorphous solid may be isotropic on average while a small model of it is not. Its computed permittivity tensor shows whether the long-range response is isotropic. It does not show whether the medium is homogeneous near the charge, which also affects the error in a small cell. A film with vacuum or another material in the cell violates the assumption of a homogeneous medium, and neither formula in this section applies to it.

**7. Numbers for a model defect**

Take a cubic cell with L = 10 Å and ε = 10. These are round model parameters and represent no particular material. For q = 1,

ΔE = 2.8373 × 14.39965 × 1²/(2 × 10 × 10) = 0.2043 eV

For q = 2 the factor q² = 4 gives 0.8171 eV. At L = 20 Å this falls to 0.4086 eV, although the cell has eight times the volume. Bringing it down to 0.05 eV requires

L = 2.8373 × 14.39965 × 4/(2 × 10 × 0.05) = 163.4 Å

Enlarging the cell is thus a slow way to remove the 1/L error.

The choice of ε matters as much. If the ions are clamped at the geometry of the neutral state and the electronic permittivity is 4, the correction for q = 2 at L = 10 Å is 2.0428 eV. Using 10 instead would leave 2.0428 − 0.8171 = 1.2257 eV of the leading term uncorrected.

The correction also moves charge transition levels. At Fermi energy x the formation energy of charge state q has the form A_q + qx. States 2 and 1 are equal when A₂ + 2x = A₁ + x, so x = A₁ − A₂. At L = 10 Å and ε = 10 the level moves by

0.2043 − 0.8171 = −0.6128 eV

**8. Applying the correction**

- Use the charge of the whole cell, not an atomic charge from a population analysis.
- Match ε to the calculation, at the same level of theory and with the same treatment of the ions.
- Add ΔE to the total energy of the charged cell. A neutral cell at its own relaxed geometry receives no correction from this term. If the ions are frozen at the geometry relaxed for charge q₀ and the charge is then changed to q = q₀ + Δq, as in a vertical transition, the added charge feels the image potential of the relaxed state, screened by the static permittivity ε_s, while its own image interaction is screened by the electronic ε∞ alone. Then q²/ε in ΔE is replaced by q₀²/ε_s + 2q₀Δq/ε_s + Δq²/ε∞. For q = 0 this is q₀²(1/ε∞ − 1/ε_s), so such a neutral cell does need a 1/L correction.
- Align the average potential separately. Far from the defect the potential of the charged cell still contains qψ/ε, of order 1/L (the formula of section 3 gives ψ = −0.80/L at the cell corner), and this part must be subtracted before the potential is compared with the host. The constant cancels in the energy of the neutralized cell, but the electron reservoir's energy qx must refer to the same zero as the host bands.
- Inspect the defect charge density. If its width is comparable to L, the expansion of v about s = 0 is not justified.

The last point has a clear limiting case. If the added charge spreads uniformly through the cell, it cancels the background, and its periodic electrostatic energy is zero for every L. That is already the large-cell limit for a fully delocalized carrier, so adding ΔE would introduce an error of size αKq²/(2εL). A shallow defect state can lie between this case and the localized one.

Table of computed values

```
slope deviation, eps = 2.00: small cells 2.6e-04, large cells 2.6e-06
slope deviation, eps = 4.00: small cells 8.5e-03, large cells 7.6e-06
K = e^2/(4 pi eps0) = 14.39965 eV Angstrom
alpha, cubic cell, Gaussian splitting = 2.837297 (no unit)
alpha, same with other eta = 2.837297 (no unit)
sum over outer neutral cubes, L = 1: 0.06638 (1/L)
own background cube, integral of 1/r: 2.38008 (1/L)
average potential of neutral cubes: 0.52360 (1/L)
alpha, real-space neutral cubes = 2.83730 (no unit)
alpha, 1:1:4 cell, L = V^(1/3): -0.45801 (no unit)
Two Gaussian charges in vacuum:
  charges 0.7 and 0.3 e
  distance 2.0, sigma 1.0 Angstrom
  dipole p = 0.60 e Angstrom
  second moment Q = 4.20 e Angstrom^2
  q*Q - p^2 = 3.84 e^2 Angstrom^2
  isolated energy = 3.630130 eV
  L = 12 Angstrom: periodic energy = 1.995420 eV
    error uncorrected = -1.634710 eV
    error after 1/L term = 0.067627 eV
    error after 1/L^3 term = 6.080e-04 eV
  L = 24 Angstrom: periodic energy = 2.787358 eV
    error uncorrected = -0.842772 eV
    error after 1/L term = 0.008396 eV
    error after 1/L^3 term = 1.891e-05 eV
  decay power after 1/L term = 3.010
  decay power after 1/L^3 term = 5.007
Polarizable lattice (spacing 1, energy unit K/spacing):
  small cells n = [6, 8, 10, 12], large cells n = [12, 16, 20, 28]
  held-out n = 24; values below use the large cells
  polarizability = 0.05968 spacing^3, eps = 2.00000
    isolated-limit energy = -0.495902
    slope in 1/n: lattice -0.709326, formula -0.709324
    held-out prediction error = 6.4e-10
  polarizability = 0.11937 spacing^3, eps = 4.00000
    isolated-limit energy = -0.768260
    slope in 1/n: lattice -0.354665, formula -0.354662
    held-out prediction error = 1.8e-09
Worked example, eps = 10, correction to add:
  L = 10 Angstrom: q=1 0.2043 eV, q=2 0.8171 eV
  L = 15 Angstrom: q=1 0.1362 eV, q=2 0.5447 eV
  L = 20 Angstrom: q=1 0.1021 eV, q=2 0.4086 eV
  L = 30 Angstrom: q=1 0.0681 eV, q=2 0.2724 eV
  q=2, L=10 Angstrom, eps=4: 2.0428 eV
  L for q=2 correction of 0.05 eV: 163.4 Angstrom
```
